## Two-Bessel RRKJ pseudization of a partial wave

A PAW dataset replaces each all-electron partial wave $\phi=rR(r)$, inside a radius $r_c$, by a smooth function $\tilde\phi$, and keeps $\phi$ outside. The join should be continuous in value, slope and second derivative. If $\tilde\phi$ is a sum of two fixed functions, there are two amplitudes for three conditions, and one condition is in general violated. Suppose it is the slope, with a jump $[\phi']=\phi'(r_c^+)-\tilde\phi'(r_c^-)$. The second derivative of the joined function then contains $[\phi']\,\delta(r-r_c)$. The kinetic operator acts on the pseudo wave when projectors are built, so the delta function enters them, and the local potential that would generate the joined function acquires a shell term $[\phi']\,\delta(r-r_c)/2\phi(r_c)$ in atomic units.

The plane-wave expansion suffers too. For $l=0$ the transform of the joined function $u$ is $\int_0^\infty u\sin(pr)\,dr$. Two integrations by parts turn it into $-p^{-2}\int u''\sin(pr)\,dr$, the boundary terms vanishing because $u(0)=0$, $\sin 0=0$ and, for a bound state, $u$ and its derivatives decay at infinity, so a kink leaves a tail $-[\phi']\sin(pr_c)/p^2$. If $u'$ and $u''$ are continuous, $u''(0)=0$ and $\phi$ is smooth beyond $r_c$, two more integrations give $p^{-4}\int u''''\sin(pr)\,dr$, and the tail is $[\phi''']\sin(pr_c)/p^4$.

The RRKJ construction puts the slope condition into the choice of the two functions, so that the amplitudes are left with two conditions only.

### Conventions

The algebra is in atomic units. The atom is nonrelativistic, with a spherical potential $V(r)$ that is differentiable at $r_c$. The partial wave of angular momentum $l$ and reference energy $\varepsilon$ is the solution, regular at the origin, of

$$\phi''=\Big[\frac{l(l+1)}{r^2}-k^2(r)\Big]\phi,\qquad k^2(r)=2[\varepsilon-V(r)]. \tag{1}$$

We assume $\phi(r_c)\neq0$, choose the sign so that $\phi_c\equiv\phi(r_c)>0$, and define

$$L=r_c\,\phi'(r_c)/\phi_c,\qquad k_c^2=k^2(r_c). \tag{2}$$

The number $k_c^2$ is negative if $V(r_c)>\varepsilon$. For a scalar-relativistic wave, which does not obey (1), $k_c^2$ is defined as $l(l+1)/r_c^2-\phi''/\phi$ at $r_c$; (13) to (15), (19) and (20) then hold unchanged with this $k_c^2$, while (12), the identification $k_c^2/2=\varepsilon-V(r_c)$, the constant-potential limit, the case of a node at $r_c$, (16) and the first half of (18), $V_{ps}(r_c)=V(r_c)$, use (1) itself; the second half, $V_{ps}'(r_c^-)=0$, does not. The pseudo wave is

$$\tilde\phi(r)=\alpha_1u_1(r)+\alpha_2u_2(r),\qquad u_i(r)=r\,j_l(q_ir),\qquad r\le r_c, \tag{3}$$

and $x_i=q_ir_c$. Since $\phi'/\phi=R'/R+1/r$ and $u_i'/u_i=(d/dr)\ln j_l(q_ir)+1/r$, matching the logarithmic derivative of $u_i$ to that of $\phi$ is the same as matching that of $j_l$ to that of $R$.

### The basis functions and their wavevectors

Let $s(x)=xj_l(x)$. Then $s''=2j_l'+xj_l''$, and the spherical Bessel equation $j_l''+2j_l'/x+[1-l(l+1)/x^2]j_l=0$, multiplied by $x$, reads $s''=[l(l+1)/x^2-1]s$. With $u(r)=s(qr)/q$, two derivatives bring a factor $q^2$:

$$u''=\Big[\frac{l(l+1)}{r^2}-q^2\Big]u. \tag{4}$$

The dimensionless logarithmic derivative of $u$ depends on $x=qr$ alone, $ru'/u=xs'/s=1+xj_l'/j_l\equiv f_l(x)$. Rayleigh's formula $x^{-l}j_l=(-x^{-1}d/dx)^l(\sin x/x)$ gives $j_{l+1}=-x^l\,d(x^{-l}j_l)/dx=lj_l/x-j_l'$. Eliminating $j_l'$,

$$f_l(x)=l+1-x\,\frac{j_{l+1}(x)}{j_l(x)}. \tag{5}$$

For $l=0$, $s=\sin x$ and $f_0=x\cot x$. The wavevectors are defined as two different roots of

$$f_l(x_i)=L,\qquad\text{that is}\qquad u_i'(r_c)=\frac{L}{r_c}\,u_i(r_c). \tag{6}$$

To count the roots, take two solutions $u_a,u_b$ of (4) with wavevectors $q_a,q_b$ and form $W=u_au_b'-u_bu_a'$. The products $u_a'u_b'$ cancel in the derivative, and so do the centrifugal terms:

$$W'=u_au_b''-u_bu_a''=(q_a^2-q_b^2)\,u_au_b. \tag{7}$$

Both functions vanish at the origin, so $W(0)=0$. Integrating (7) to $r_c$ and dividing by $u_a(r_c)u_b(r_c)/r_c$ gives

$$f_l(x_b)-f_l(x_a)=-(q_b^2-q_a^2)\,\frac{r_c\int_0^{r_c}u_au_b\,dr}{u_a(r_c)u_b(r_c)}, \tag{8}$$

and the limit $q_b\to q_a$ yields

$$\frac{df_l}{d(q^2)}=-\frac{r_c\int_0^{r_c}u^2\,dr}{u(r_c)^2}<0. \tag{9}$$

So $f_l$ decreases strictly wherever it is finite. At small $x$, $j_l\simeq x^l/(2l+1)!!$ makes the last term of (5) vanish as $x^2$, so $f_l(0)=l+1$. At a zero $z_n$ of $j_l$, $s'(z_n)\ne0$, because a solution of a second-order linear equation with zero value and slope vanishes identically; hence $f_l\simeq z_n/(x-z_n)$, which goes to $-\infty$ below $z_n$ and returns from $+\infty$ above it. On $(0,z_1)$ the function takes each value below $l+1$ once, and on every later interval $(z_{n-1},z_n)$ it takes each real value once. Each interval beyond the first therefore holds exactly one root, and the first holds one only if

$$L<l+1. \tag{10}$$

No root is a zero of $j_l$, so $u_i(r_c)\neq0$. A root in the $n$-th interval gives a $u$ with $n-1$ nodes in $(0,r_c)$. When (10) holds, the lowest pair satisfies $x_1<z_1<x_2<z_2$; it is the pair used in the node analysis and the example below.

Equations (4) and (6) say that the $q_i^2$ are eigenvalues of $-d^2/dr^2+l(l+1)/r^2$ on $(0,r_c)$ with $u(0)=0$ and the Robin condition $r_cu'=Lu$ at $r_c$. This shows what happens when (10) fails. For $q=i\kappa$, $j_l(iy)=i^l\,i_l(y)$ with the modified spherical Bessel function $i_l$, and (5) becomes

$$l+1+y\,\frac{i_{l+1}(y)}{i_l(y)}=L,\qquad y=\kappa r_c. \tag{11}$$

The proof of (9) holds for negative $q^2$, so the left side rises with $y$, from $l+1$ to infinity because $i_{l+1}/i_l\to1$. For $L>l+1$ the lowest eigenvalue is $-\kappa^2$ and the nodeless function is $r\,i_l(\kappa r)$; for $L=l+1$ it is $r^{l+1}$. The lowest real roots then carry one and two nodes.

Which radii satisfy (10) follows from (1). Differentiating $L(r)=r\phi'/\phi$ gives $L'=\phi'/\phi+r\phi''/\phi-r(\phi'/\phi)^2$, so

$$r\,\frac{dL}{dr}=L-L^2+l(l+1)-k^2r^2=(l+1-L)(l+L)-k^2r^2. \tag{12}$$

Where $\varepsilon>V$, the right side is negative for every $L\ge l+1$. Just outside a node of $\phi$, $L$ starts at $+\infty$, falls, and can cross $l+1$ only downward. Within the region $\varepsilon>V$, condition (10) thus fails in a shell outside each node, and once $L$ has fallen below $l+1$ it holds up to the next node or the edge of the region. Placing $r_c$ outside the last node is not enough.

### Amplitudes

Continuity of value and second derivative is the linear system $\sum_i\alpha_iu_i(r_c)=\phi_c$, $\sum_i\alpha_iu_i''(r_c)=\phi''(r_c)$. Its determinant is $u_1u_2''-u_2u_1''$ at $r_c$, which by (7) equals $(q_1^2-q_2^2)u_1(r_c)u_2(r_c)$. It is nonzero because the roots differ and $u_i(r_c)\ne0$, so the amplitudes are unique. Define the weights $w_i=\alpha_iu_i(r_c)/\phi_c$. The value condition, divided by $\phi_c$, is $w_1+w_2=1$. The second condition, with (4) on the left and (1) on the right, is $\sum_iw_i[l(l+1)/r_c^2-q_i^2]=l(l+1)/r_c^2-k_c^2$, and the centrifugal terms cancel because the weights sum to one:

$$w_1+w_2=1,\qquad w_1q_1^2+w_2q_2^2=k_c^2. \tag{13}$$

The weighted mean of the kinetic energies $q_i^2/2$ equals the local kinetic energy $\varepsilon-V(r_c)$. Substituting $w_2=1-w_1$ gives $w_1(q_1^2-q_2^2)=k_c^2-q_2^2$, so

$$w_1=\frac{q_2^2-k_c^2}{q_2^2-q_1^2},\qquad w_2=\frac{k_c^2-q_1^2}{q_2^2-q_1^2},\qquad\alpha_i=\frac{w_i\,\phi_c}{r_c\,j_l(x_i)}. \tag{14}$$

The weights are not confined to $[0,1]$: for $k_c^2<q_1^2$, $w_2$ is negative and $w_1$ exceeds one. As a limiting case, let $V$ be constant inside $r_c$, $k_c^2>0$ and $\phi$ nodeless. Then $\phi\propto rj_l(k_cr)$, so $k_c$ itself solves (6) on the first interval, $q_1=k_c$, $w_2=0$, and $\tilde\phi=\phi$.

### The slope

For any two wavevectors with $u_i(r_c)\neq0$, roots or not, $u_i'(r_c)=f_l(x_i)u_i(r_c)/r_c$. Inserting this in the derivative of (3) and using $\alpha_iu_i(r_c)=w_i\phi_c$ gives $r_c\tilde\phi'(r_c)/\phi_c=\sum_iw_if_l(x_i)$. Subtracting $L=L\sum_iw_i$, which is the value condition,

$$\frac{r_c}{\phi_c}\big[\tilde\phi'(r_c)-\phi'(r_c)\big]=\sum_iw_i\,[f_l(x_i)-L]. \tag{15}$$

At the roots (6) each bracket vanishes, and $\tilde\phi'(r_c)=\phi'(r_c)$. The reason is that the Robin condition is linear and homogeneous: every combination of $u_1$ and $u_2$ obeys $r_c\tilde\phi'=L\tilde\phi$, and once the value is $\phi_c$ the slope is $L\phi_c/r_c=\phi'(r_c)$. The second-derivative condition was not used. The slope matches for any target $\phi''$, for any pair of distinct roots, and for the imaginary root of (11). If only $q_1$ misses its root, (15) leaves the mismatch $w_1[f_l(x_1)-L]$, with $w_1$ taken from (14) at the shifted $q_1$, since (13) did not use (6).

The argument needs $\phi_c\neq0$. If $r_c$ sits on a node, $L$ is infinite and (6) becomes $j_l(x_i)=0$. Then $u_i(r_c)=0$, $u_i''(r_c)=0$ by (4) and $\phi''(r_c)=0$ by (1): both conditions read $0=0$, fix no amplitude, and imply nothing about the slope. The approach to a node from below, $L\to-\infty$, is nevertheless regular. Equal logarithmic derivatives mean $\phi_c/u_i(r_c)=\phi'(r_c)/u_i'(r_c)$, so $\alpha_i=w_i\phi'(r_c)/u_i'(r_c)$ stays finite as $x_i\to z_i$. At the node the slope is a condition to be imposed.

### Third derivative and the inverted potential

Differentiating (1), with $(k^2)'=-2V'$, gives $\phi'''=[l(l+1)/r^2-k^2]\phi'+[-2l(l+1)/r^3+2V']\phi$. Differentiating (4) gives the same form with $q_i^2$ for $k^2$ and no $V'$. At $r_c$, (6) turns $\alpha_iu_i'$ into $w_iL\phi_c/r_c=w_i\phi'(r_c)$, and (13) sums the weights:
$\tilde\phi'''=\sum_iw_i[l(l+1)/r_c^2-q_i^2]\phi'-2l(l+1)\phi_c/r_c^3=[l(l+1)/r_c^2-k_c^2]\phi'-2l(l+1)\phi_c/r_c^3$. Subtracting,

$$\phi'''(r_c)-\tilde\phi'''(r_c)=2V'(r_c)\,\phi_c. \tag{16}$$

The join is exactly twice continuously differentiable unless $V'(r_c)=0$. In the limit $\phi_c\to0$ the jump vanishes, so the limiting amplitudes found above match slope and third derivative.

Where $\tilde\phi\neq0$, define $V_{ps}$ by requiring that $\tilde\phi$ obey (1) with $V_{ps}$ in place of $V$: $V_{ps}=\varepsilon+\tilde\phi''/2\tilde\phi-l(l+1)/2r^2$. With (4) the centrifugal term cancels:

$$V_{ps}(r)=\varepsilon-\frac{\sum_i\alpha_iq_i^2u_i(r)}{2\sum_i\alpha_iu_i(r)},\qquad V_{ps}(0)=\varepsilon-\frac{\sum_i\alpha_iq_i^{l+2}}{2\sum_i\alpha_iq_i^{l}}, \tag{17}$$

the second form following from $u_i\propto q_i^lr^{l+1}$ at small $r$. At $r_c$, (13) gives $V_{ps}=\varepsilon-k_c^2/2=V(r_c)$. Differentiating the radial equation for $\tilde\phi$ as was done for $\phi$, and subtracting, gives $\phi'''-\tilde\phi'''=2(V'-V_{ps}')\phi_c$, because value, slope and potential agree at $r_c$. Comparison with (16) shows

$$V_{ps}(r_c)=V(r_c),\qquad V_{ps}'(r_c^-)=0. \tag{18}$$

The inverted potential arrives flat at $r_c$ and joins $V$ with a kink of size $V'(r_c)$. The flatness also follows from (6) and (17) alone: the sums $N=\sum_i\alpha_iq_i^2u_i$ and $D=\sum_i\alpha_iu_i$ both obey the Robin condition, so $N'D-ND'=0$ at $r_c$ whatever the amplitudes are.

### Norm

For the two roots the left side of (8) is $L-L=0$ while $q_1\ne q_2$, so $\int_0^{r_c}u_1u_2\,dr=0$ and the cross term drops out of the norm. The diagonal integrals follow from (9). The steps that led to (12), applied to $s(x)$, give $x\,df_l/dx=f_l-f_l^2+l(l+1)-x^2$. From $x^2=q^2r_c^2$, $dx/d(q^2)=r_c^2/2x$, so at a root $df_l/d(q^2)=r_c^2[L-L^2+l(l+1)-x_i^2]/2x_i^2$. Equating this with (9) gives $\int_0^{r_c}u_i^2\,dr=r_cu_i(r_c)^2[x_i^2+L^2-L-l(l+1)]/2x_i^2$, and with $\alpha_i^2u_i(r_c)^2=w_i^2\phi_c^2$,

$$\int_0^{r_c}\tilde\phi^2\,dr=\phi_c^2\,r_c\sum_iw_i^2\,\frac{x_i^2+L^2-L-l(l+1)}{2x_i^2}. \tag{19}$$

For $l=0$, $L=0$, $x=\pi/2$ the fraction is $1/2$, the mean of $\sin^2$ over a quarter wave. The right side of (19) contains only data at $r_c$, and once $r_c$ and the pair of roots are chosen no parameter is left to make it equal $\int_0^{r_c}\phi^2dr$. The two norms can coincide at particular radii, but in general the scheme does not conserve the norm; in PAW the difference is restored by the overlap operator and the compensation charge.

### Nodes

Take the lowest pair under condition (10). Then $u_1>0$ on $(0,r_c]$, while $u_2$ is positive up to its one node $r_0$ and negative after it. With $a=1$, $b=2$ in (7), $W'<0$ below $r_0$ and $W'>0$ above. $W$ starts at zero and ends at $W(r_c)=u_1u_2(L-L)/r_c=0$, so it falls, then rises back to zero, and is negative in between. Hence $(u_2/u_1)'=W/u_1^2<0$, and $\tilde\phi/u_1=\alpha_1+\alpha_2u_2/u_1$ is monotonic. It has at most one zero, it is positive at $r_c$, and at the origin it equals $\alpha_1+\alpha_2(q_2/q_1)^l$. A node exists when this origin value is negative. By (14), $\alpha_iq_i^l=w_ia_i\phi_c/r_c$ with $a_i=q_i^l/j_l(x_i)$, $a_1>0$, $a_2<0$. A positive origin value means $(q_2^2-k_c^2)a_1+(k_c^2-q_1^2)a_2>0$, and collecting $k_c^2$, whose coefficient is $-(a_1-a_2)<0$,

$$k_c^2<k_{\max}^2=\frac{a_1q_2^2+|a_2|\,q_1^2}{a_1+|a_2|}. \tag{20}$$

Below the threshold $\tilde\phi$ is nodeless and $V_{ps}$ is finite; above it $\tilde\phi$ has one node; at equality the $r^{l+1}$ term vanishes and $V_{ps}(0)$ diverges. The threshold is a weighted mean of $q_1^2$ and $q_2^2$, so $k_c^2\le q_1^2$ is sufficient.

### Example: carbon 2s and 2p

The atom is carbon, $1s^22s^22p^2$, spherical, spin-unpolarized and nonrelativistic, in the LDA (Slater exchange, PW92 correlation). The self-consistent potential comes from 22 even-tempered Gaussians per $l$; the bound waves, normalized to one, are then obtained by shooting in that potential, and both routes give $\varepsilon_{2s}=-13.628$ eV and $\varepsilon_{2p}=-5.419$ eV. The digits kept below serve to trace the matching within this model and say nothing about the accuracy of the LDA. The finite basis affects the last digit of some of them: in the complete-basis limit $V'(r_c)$ is lower by about 0.001 eV/Å, the slopes $\phi'(r_c)$ move by $2\times10^{-6}$ Å$^{-3/2}$, the roots $x_i$ by up to $10^{-6}$, and the 2s third-derivative jump by about 0.001 Å$^{-7/2}$. At $r_c=0.800$ Å, $V=-23.5333$ eV and $V'=59.510$ eV/Å. A quantity $q^2/2$ in atomic units is $\hbar^2q^2/2m$, with $\hbar^2/2m=\tfrac12\times27.21139\times0.529177^2=3.80998$ eV Å$^2$.

For 2s, $\phi_c=1.057567$ Å$^{-1/2}$ and $\phi'=-0.705764$ Å$^{-3/2}$, so $L=0.800\times(-0.705764)/1.057567=-0.53388$, which satisfies (10). The roots of $x\cot x=L$ are $x_1=1.851526$, below $z_1=3.14159$, and $x_2=4.822642$, below $z_2=6.28319$. Dividing by $r_c$, $q_1=2.31441$ Å$^{-1}$ $=1.22473$ bohr$^{-1}$ and $q_2=6.02830$ Å$^{-1}$ $=3.19004$ bohr$^{-1}$, with energies 20.4081 and 138.4564 eV. The local kinetic energy is $\varepsilon-V=9.9056$ eV. From (14),

$$w_1=\frac{138.4564-9.9056}{138.4564-20.4081}=1.08897,\qquad w_2=-0.08897.$$

With $j_0(x_1)=0.518952$ and $j_0(x_2)=-0.206096$, $\alpha_1=1.08897\times1.057567/(0.800\times0.518952)=2.7740$ and $\alpha_2=-0.08897\times1.057567/(0.800\times(-0.206096))=0.5707$ Å$^{-3/2}$. The matched second derivative is $-k_c^2\phi_c=-(9.9056/3.80998)\times1.057567=-2.7496$ Å$^{-5/2}$. The slope of $\tilde\phi$, obtained by finite differences and never imposed, is $-0.705764$ Å$^{-3/2}$, the all-electron value.

The third derivatives are 18.354 (all-electron) and 1.835 Å$^{-7/2}$ (pseudo). Their difference, 16.519, agrees with (16): $(59.510/3.80998)\times1.057567=16.519$. In (19), $L^2-L=0.81890$, the fractions are $(3.42815+0.81890)/6.85630=0.61944$ and $(23.25788+0.81890)/46.51575=0.51760$, and the norm is $1.057567^2\times0.800\times(1.18585\times0.61944+0.00792\times0.51760)=0.6609$, against the all-electron 0.5294. In (20), $a_1=1/0.518952=1.92696$ and $|a_2|=1/0.206096=4.85211$, so the threshold energy is $(1.92696\times138.4564+4.85211\times20.4081)/6.77907=53.96$ eV. The actual 9.91 eV lies below it, and the node of the 2s wave is removed. From (17), $V_{ps}(0)=-13.628-(2.7740\times20.408+0.5707\times138.456)/3.3447=-54.18$ eV.

Raising $q_1$ by 5% and again matching value and second derivative gives $w_1=1.10861$ and $f_0=-0.76145$. Equation (15) predicts a mismatch $1.10861\times(-0.76145+0.53388)=-0.2523$ in $L$, which is 47% of $|L|$, and finite differences give the same. The shell term described at the start then has strength $3.810\times0.2523/0.800=1.20$ eV Å, repulsive since $[\phi']>0$.

The 2s node lies at 0.2006 Å and $L$ falls through 1 at 0.4388 Å; by (12), no real nodeless $u_1$ exists between these radii. At $r_c=0.30$ Å, $L=2.6425$, and (11), which for $l=0$ is $y\coth y=L$, gives $y=2.6143$, $\kappa=8.714$ Å$^{-1}$.

For 2p, $\phi_c=0.933521$ Å$^{-1/2}$, $\phi'=-0.398671$ Å$^{-3/2}$ and $L=-0.34165$. The roots are $x_1=2.900112$ and $x_2=6.175122$, so $q_1=3.62514$ Å$^{-1}$ $=1.91834$ bohr$^{-1}$ and $q_2=7.71890$ Å$^{-1}$ $=4.08467$ bohr$^{-1}$, with energies 50.0694 and 227.0042 eV. With $\varepsilon-V=18.1143$ eV, $w_1=208.8899/176.9348=1.18060$ and $w_2=-0.18060$, giving $\alpha_1=3.7926$ and $\alpha_2=1.2864$ Å$^{-3/2}$. The second derivative is $(2/0.640-18.1143/3.80998)\times0.933521=-1.5211$ Å$^{-5/2}$, the pseudo slope is again the all-electron one, and the jump in the third derivative is $(59.510/3.80998)\times0.933521=14.58$ Å$^{-7/2}$. The threshold energy is 81.00 eV, the pseudo wave is nodeless, and $V_{ps}(0)=-129.7$ eV. The norms inside $r_c$ are 0.4662 (all-electron) and 0.4077 (pseudo). The difference is $+0.0585$ here and $-0.1315$ for 2s, so the norm deficit has no fixed sign.

The numerical check that follows tests these relations by finite differences, quadrature, node counting and a Rayleigh–Ritz solution of the Robin problem. In its 36 random cases, with $l=0$ to 3, arbitrary $\phi''$ and three pairs of intervals, the largest absolute deviation of the pseudo logarithmic derivative from $L$ is $2.4\times10^{-8}$.

## Numbers as computed

```
bohr = 0.529177 A, hartree = 27.21139 eV
random cases: worst |rc ps'/ps - L| = 2.4e-08
C atom LDA: rc = 0.800 A = 1.51178 bohr
V(rc) = -23.5333 eV, V'(rc) = 59.5101 eV/A
--- 2s, l = 0
eps shooting = -13.6276 eV, Gaussian basis = -13.6276 eV
L = -0.533877; zeros of j_l: z1 = 3.14159, z2 = 6.28319
x1 = 1.851526, x2 = 4.822642
q1 = 2.31441 1/A = 1.22473 1/bohr
q2 = 6.02830 1/A = 3.19004 1/bohr
q1^2/2 = 20.4081 eV, q2^2/2 = 138.4564 eV
kc^2/2 = 9.9056 eV, kmax^2/2 = 53.9635 eV
j_l(x1) = 0.518952, j_l(x2) = -0.206096
w1 = 1.088968, w2 = -0.088968
alpha1 = 2.77399, alpha2 = 0.57066 A^-3/2
value: AE 1.057567, PS 1.057567 A^-1/2
slope: AE -0.705764, PS -0.705764 A^-3/2
2nd deriv: AE -2.7496, PS -2.7496 A^-5/2
3rd deriv: AE 18.354, PS 1.835 A^-7/2
jump = 16.519, 2 V' phi = 16.519 A^-7/2
norm in rc: AE 0.52941, PS 0.66092, AE-PS -0.13151
nodes in rc: AE 1, PS 0
V_ps(0) = -54.177 eV, V_ps(rc) = -23.5333 eV
q1*1.05: w1 = 1.10861, f_l = -0.76145, L mismatch = -0.25229
2s node at 0.2006 A; L = 1 at rc = 0.4388 A
rc = 0.30 A: L = 2.6425, kappa rc = 2.6143, kappa = 8.7143 1/A
--- 2p, l = 1
eps shooting = -5.4190 eV, Gaussian basis = -5.4190 eV
L = -0.341649; zeros of j_l: z1 = 4.49341, z2 = 7.72525
x1 = 2.900112, x2 = 6.175122
q1 = 3.62514 1/A = 1.91834 1/bohr
q2 = 7.71890 1/A = 4.08467 1/bohr
q1^2/2 = 50.0694 eV, q2^2/2 = 227.0042 eV
kc^2/2 = 18.1143 eV, kmax^2/2 = 80.9957 eV
j_l(x1) = 0.363243, j_l(x2) = -0.163824
w1 = 1.180604, w2 = -0.180604
alpha1 = 3.79264, alpha2 = 1.28642 A^-3/2
value: AE 0.933521, PS 0.933521 A^-1/2
slope: AE -0.398671, PS -0.398671 A^-3/2
2nd deriv: AE -1.5211, PS -1.5211 A^-5/2
3rd deriv: AE 7.938, PS -6.644 A^-7/2
jump = 14.581, 2 V' phi = 14.581 A^-7/2
norm in rc: AE 0.46625, PS 0.40772, AE-PS 0.05853
nodes in rc: AE 0, PS 0
V_ps(0) = -129.687 eV, V_ps(rc) = -23.5333 eV
q1*1.05: w1 = 1.21587, f_l = -0.71438, L mismatch = -0.45320
```
